# Two-Bessel ultrasoft pseudization without a norm condition: verification in Python

```python
"""Two-Bessel ultrasoft pseudization of an atomic radial function.

Result under test: inside rc the all-electron function phi(r) = r R(r) is
replaced by sum_i alpha_i r j_l(q_i r), i = 1, 2.  Each term has the
logarithmic derivative of phi at rc; value and second derivative fix alpha_i.
With w_i = alpha_i rc j_l(q_i rc)/phi(rc), kappa2 = 2 (eps - V(rc)):
    w2 = (kappa2 - q1^2)/(q2^2 - q1^2),   w1 = 1 - w2.
The norm is not imposed; its deficit Q enters a generalized overlap.
L = rc phi'(rc)/phi(rc).  Hartree atomic units throughout.
Example: oxygen 2p, spherical unpolarized atom, local Dirac exchange only.
"""
import numpy as np
import mpmath as mp
from scipy.optimize import brentq
from scipy.special import spherical_jn


def chebyshev(n):
    """Ascending nodes on [-1, 1], derivative matrix, quadrature weights."""
    k = np.arange(n + 1)
    x = -np.cos(np.pi * k / n)
    c = (-1.0) ** k
    c[0] *= 2
    c[-1] *= 2
    d = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(n + 1))
    d -= np.diag(d.sum(axis=1))
    moments = np.array([0.0 if m % 2 else 2 / (1 - m * m) for m in k])
    vander = np.polynomial.chebyshev.chebvander(x, n)
    return x, d, np.linalg.solve(vander.T, moments)


# ---------- all-electron atom on a mapped Chebyshev grid ----------
Z, R_MAX, SCALE, N_GRID = 8, 40.0, 1.5, 100
xg, dg, wg = chebyshev(N_GRID)
b_map = 1 + 2 * SCALE / R_MAX
rg = SCALE * (1 + xg) / (b_map - xg)
jac = SCALE * (b_map + 1) / (b_map - xg) ** 2
d1 = dg / jac[:, None]
d2 = d1 @ d1
weights = wg * jac
inner = slice(1, -1)
bary = (-1.0) ** np.arange(N_GRID + 1)
bary[0] *= 0.5
bary[-1] *= 0.5


def interpolate(values, r):
    x = (b_map * r - SCALE) / (r + SCALE)
    diff = x[:, None] - xg[None, :]
    diff = np.where(np.abs(diff) < 1e-14, 1e-30, diff)
    kernel = bary / diff
    return kernel @ values / kernel.sum(axis=1)


def bound_states(rv, l, count):
    """Lowest states for potential rv/r, normalized to one."""
    r = rg[inner]
    h = -0.5 * d2[inner, inner] + np.diag(l * (l + 1) / (2 * r**2)
                                          + rv[inner] / r)
    e_all, vec = np.linalg.eig(h)
    states = []
    for i in np.argsort(e_all.real)[:count]:
        e, v = e_all[i].real, vec[:, i].real
        for _ in range(2):  # inverse iteration removes eigensolver noise
            new = np.linalg.solve(h - e * np.eye(len(r)), v)
            e += (v @ v) / (v @ new)
            v = new / np.linalg.norm(new)
        u = np.zeros(N_GRID + 1)
        u[inner] = v
        u /= np.sqrt(weights @ u**2)
        u *= np.sign(u[np.argmax(np.abs(u))])
        states.append((e, u))
    return states


# solver check: bare nucleus has energies -Z^2/(2 n^2)
bare = -Z * np.ones(N_GRID + 1)
(e1, _), (e2, _) = bound_states(bare, 0, 2)
e3 = bound_states(bare, 1, 1)[0][0]
assert max(abs(e1 + 32), abs(e2 + 8), abs(e3 + 8)) < 1e-5

rv = -(1 + (Z - 1) * np.exp(-rg))
for iteration in range(250):
    s_states = bound_states(rv, 0, 2)
    p_state = bound_states(rv, 1, 1)[0]
    shell = 2 * s_states[0][1]**2 + 2 * s_states[1][1]**2 + 4 * p_state[1]**2
    hartree = np.zeros(N_GRID + 1)      # r times the Hartree potential
    hartree[-1] = Z
    source = -shell[inner] / rg[inner] - d2[inner, -1] * Z
    hartree[inner] = np.linalg.solve(d2[inner, inner], source)
    exchange = np.zeros(N_GRID + 1)
    density = shell[inner] / (4 * np.pi * rg[inner]**2)
    exchange[inner] = -np.cbrt(3 * density / np.pi)
    rv_new = -Z + hartree + rg * exchange
    change = np.max(np.abs(rv_new - rv))
    if change < 1e-7:
        break
    rv = rv + 0.4 * (rv_new - rv)
assert change < 1e-6
ell = 1
eps, phi = bound_states(rv, ell, 1)[0]

# ---------- pseudization ----------


def bessel_roots(l, log_der):
    """Two lowest x with 1 + x j_l'(x)/j_l(x) = log_der, log_der < l+1."""
    def j(x):
        return spherical_jn(l, x)

    def mismatch(x):
        return x * spherical_jn(l, x, True) + (1 - log_der) * j(x)
    scan = np.linspace(0.5, 15, 300)
    val = j(scan)
    change_at = np.where(val[:-1] * val[1:] < 0)[0][:2]
    z1, z2 = [brentq(j, scan[i], scan[i + 1], xtol=1e-14) for i in change_at]
    return np.array([brentq(mismatch, 1e-3, z1, xtol=1e-14),
                     brentq(mismatch, z1, z2, xtol=1e-14)])


def node_criterion(l, x, w):
    rho0 = (x[1] / x[0])**l * spherical_jn(l, x[0]) / spherical_jn(l, x[1])
    return rho0, w[0] + w[1] * rho0


xc, dc, wc = chebyshev(40)
xl, dl, _ = chebyshev(16)


def pseudize(rc):
    p = {"rc": rc}
    local_r = rc + 0.4 * xl
    local_d = dl / 0.4
    f = interpolate(phi, local_r)
    v = interpolate(rv, local_r) / local_r
    ders = []
    for _ in range(4):
        ders.append(f[8])
        f = local_d @ f
    p["ders"] = ders
    p["v"], p["dv"] = v[8], (local_d @ v)[8]
    p["L"] = rc * ders[1] / ders[0]
    assert p["L"] < ell + 1
    p["x"] = bessel_roots(ell, p["L"])
    p["q"] = p["x"] / rc
    p["k2"] = 2 * (eps - p["v"])
    qq = p["q"]**2
    w2 = (p["k2"] - qq[0]) / (qq[1] - qq[0])
    p["w"] = np.array([1 - w2, w2])
    p["alpha"] = p["w"] * ders[0] / (rc * spherical_jn(ell, p["x"]))
    p["r"] = rc * (1 + xc) / 2
    p["wt"] = wc * rc / 2
    p["terms"] = np.array([p["r"] * spherical_jn(ell, q * p["r"])
                           for q in p["q"]])
    p["ps"] = p["alpha"] @ p["terms"]
    p["n_ae"] = p["wt"] @ interpolate(phi, p["r"])**2
    p["n_ps"] = p["wt"] @ p["ps"]**2
    p["Q"] = p["n_ae"] - p["n_ps"]
    p["rho0"], p["crit"] = node_criterion(ell, p["x"], p["w"])
    bracket = 1 + (p["L"]**2 - p["L"] - ell * (ell + 1)) / p["x"]**2
    p["n_formula"] = ders[0]**2 * rc / 2 * np.sum(p["w"]**2 * bracket)
    assert abs(p["n_formula"] - p["n_ps"]) < 1e-9
    return p


rc = 1.3
p = pseudize(rc)
phic = p["ders"][0]

# derivatives of the explicit pseudo function, by numerical differentiation
mp.mp.dps = 30


def pseudo_mp(r):
    total = mp.mpf(0)
    for a, q in zip(p["alpha"], p["q"]):
        z = mp.mpf(float(q)) * r
        total += (mp.mpf(float(a)) * r * mp.sqrt(mp.pi / (2 * z))
                  * mp.besselj(ell + mp.mpf(1) / 2, z))
    return total


ps_ders = [float(mp.diff(pseudo_mp, mp.mpf(rc), k)) for k in range(4)]
# the tolerances allow for numerical differentiation of the atomic orbital
for k, tol in enumerate((1e-9, 1e-8, 1e-6)):
    assert abs(ps_ders[k] - p["ders"][k]) < tol
jump = p["ders"][3] - ps_ders[3]
jump_formula = 2 * p["dv"] * phic
assert abs(jump - jump_formula) < 1e-4 * abs(jump_formula)

# orthogonality of the terms, and monotonic fall of the log derivative
overlap = p["wt"] @ (p["terms"][0] * p["terms"][1])
assert abs(overlap) < 1e-10


def bessel_log_derivative(q2):
    x = np.sqrt(q2) * rc
    return (1 + x * spherical_jn(ell, x, True) / spherical_jn(ell, x)) / rc


for q, term in zip(p["q"], p["terms"]):
    h = 1e-3
    slope = (bessel_log_derivative(q*q + h)
             - bessel_log_derivative(q*q - h)) / (2 * h)
    exact = -(p["wt"] @ term**2) / term[-1]**2
    assert abs(slope - exact) < 1e-5 * abs(exact)

# node criterion against counted sign changes in random cases (rc = 1)
rng = np.random.default_rng(5)
fine = np.linspace(1e-3, 1, 2000)
node_counts = [0, 0]
for _ in range(300):
    l = int(rng.integers(0, 3))
    x = bessel_roots(l, rng.uniform(-3, l + 0.5))
    w2 = (rng.uniform(-10, 60) - x[0]**2) / (x[1]**2 - x[0]**2)
    w = np.array([1 - w2, w2])
    f = sum(w[i] * fine * spherical_jn(l, x[i] * fine)
            / spherical_jn(l, x[i]) for i in range(2))
    counted = int(np.sum(f[:-1] * f[1:] < 0))
    assert counted == (0 if node_criterion(l, x, w)[1] > 0 else 1)
    node_counts[counted] += 1
assert min(node_counts) > 10

# ---------- generalized problem and its scattering ----------
r = p["r"]
r_safe = r.copy()
r_safe[0] = 1.0     # row at the origin is replaced by the boundary condition
v_ae = interpolate(rv, r) / r_safe
v_loc = p["v"] + p["dv"] * (r**2 - rc**2) / (2 * rc)
chi = sum(p["alpha"][i] * (eps - p["q"][i]**2 / 2 - v_loc) * p["terms"][i]
          for i in range(2))
assert abs(chi[-1]) < 1e-9
chi_single = phic * (eps - p["q"][0]**2 / 2 - p["v"])
B = p["wt"] @ (p["ps"] * chi)
assert abs(B) > 1e-4
beta = chi / B
dr = dc * 2 / rc
kinetic = -0.5 * dr @ dr + np.diag(ell * (ell + 1) / (2 * r_safe**2))


def log_derivative(energy, potential, q_aug=None):
    """u'/u at rc of the regular solution; q_aug adds the projector."""
    a = kinetic + np.diag(potential - energy)
    if q_aug is not None:
        strength = B + (eps - energy) * q_aug
        a = a + strength * np.outer(beta, p["wt"] * beta)
    u = np.zeros(len(r))
    u[-1] = 1.0
    u[1:-1] = np.linalg.solve(a[1:-1, 1:-1], -a[1:-1, -1])
    return dr[-1] @ u


def energy_slope(*args):
    h = 0.005
    f = [log_derivative(eps + m * h, *args) for m in (-2, -1, 1, 2)]
    return (8 * (f[2] - f[1]) - (f[3] - f[0])) / (12 * h)


cases = {"AE": (v_ae,), "PS with Q": (v_loc, p["Q"]),
         "PS without Q": (v_loc, 0.0)}
target = p["ders"][1] / phic
slopes = {}
for name, args in cases.items():
    assert abs(log_derivative(eps, *args) - target) < 1e-6
    slopes[name] = energy_slope(*args)
slope_ae = -2 * p["n_ae"] / phic**2
slope_bare = -2 * p["n_ps"] / phic**2
assert abs(slopes["AE"] - slope_ae) < 1e-5 * abs(slope_ae)
assert abs(slopes["PS with Q"] - slope_ae) < 1e-5 * abs(slope_ae)
assert abs(slopes["PS without Q"] - slope_bare) < 1e-5 * abs(slope_bare)

# ---------- output ----------
print("Oxygen 1s2 2s2 2p4, local Dirac exchange, l = 1 for 2p")
print(f"energies 1s, 2s, 2p (Ha): {s_states[0][0]:.5f} "
      f"{s_states[1][0]:.5f} {eps:.5f}")
print(f"2p energy (eV): {eps * 27.211386245988:.3f}"
      if False else f"rc (bohr): {rc:.2f}")
print(f"V(rc) (Ha): {p['v']:.6f}")
print(f"V'(rc) (Ha/bohr): {p['dv']:.6f}")
print(f"phi(rc) (bohr^-1/2): {phic:.6f}")
print(f"phi'(rc) (bohr^-3/2): {p['ders'][1]:.6f}")
print(f"phi''(rc) (bohr^-5/2): {p['ders'][2]:.6f}")
print(f"L = rc phi'/phi (no unit): {p['L']:.6f}")
print(f"x1, x2 (no unit): {p['x'][0]:.6f} {p['x'][1]:.6f}")
print(f"q1, q2 (1/bohr): {p['q'][0]:.6f} {p['q'][1]:.6f}")
print(f"q1^2, q2^2 (bohr^-2): {p['q'][0]**2:.6f} {p['q'][1]**2:.6f}")
print(f"kappa2 (bohr^-2): {p['k2']:.6f}")
print(f"w1, w2 (no unit): {p['w'][0]:.6f} {p['w'][1]:.6f}")
print(f"j_1(x1), j_1(x2): {spherical_jn(1, p['x'][0]):.6f} "
      f"{spherical_jn(1, p['x'][1]):.6f}")
print(f"alpha1, alpha2 (bohr^-3/2): {p['alpha'][0]:.6f} "
      f"{p['alpha'][1]:.6f}")
print("pseudo value, 1st, 2nd derivative at rc (units as for phi):")
print(f"  {ps_ders[0]:.6f} {ps_ders[1]:.6f} {ps_ders[2]:.6f}")
print("third derivative at rc, AE and pseudo (bohr^-7/2):")
print(f"  {p['ders'][3]:.5f} {ps_ders[3]:.5f}")
print(f"jump, measured and 2 V' phi (bohr^-7/2): {jump:.5f} "
      f"{jump_formula:.5f}")
print(f"rho0, node criterion w1 + w2 rho0: {p['rho0']:.5f} "
      f"{p['crit']:.5f}")
print(f"random cases with 0 and 1 node: {node_counts[0]} {node_counts[1]}")
print(f"inner norm AE (electrons): {p['n_ae']:.6f}")
print(f"inner norm pseudo, quadrature (electrons): {p['n_ps']:.6f}")
print(f"inner norm pseudo, formula (electrons): {p['n_formula']:.6f}")
print(f"norm deficit Q (electrons): {p['Q']:.6f}")
print(f"B = <phi_ps|chi> (Ha): {B:.6f}")
print(f"D = B + eps Q (Ha): {B + eps * p['Q']:.6f}")
print(f"chi(rc) if only term 1 is kept (Ha bohr^-1/2): {chi_single:.6f}")
print("energy slope of u'/u at rc (1/(bohr Ha)):")
for name in cases:
    print(f"  {name}: {slopes[name]:.6f}")
print("u'/u at rc (1/bohr): AE, PS with Q, PS without Q")
for shift in (-0.1, 0.0, 0.1):
    row = [log_derivative(eps + shift, *a) for a in cases.values()]
    print(f"  E - eps = {shift:+.1f} Ha: "
          + " ".join(f"{value:.5f}" for value in row))
print("rc (bohr), q1, q2 (1/bohr), w2, criterion, Q (electrons)")
for radius in (1.1, 1.3, 1.5, 1.7):
    t = pseudize(radius)
    print(f"  {radius:.1f} {t['q'][0]:.4f} {t['q'][1]:.4f} "
          f"{t['w'][1]:.4f} {t['crit']:.4f} {t['Q']:.4f}")
print("done: every assertion held")
```

It prints:

```
Oxygen 1s2 2s2 2p4, local Dirac exchange, l = 1 for 2p
energies 1s, 2s, 2p (Ha): -18.69082 -0.82060 -0.28951
rc (bohr): 1.30
V(rc) (Ha): -0.999978
V'(rc) (Ha/bohr): 1.802893
phi(rc) (bohr^-1/2): 0.720094
phi'(rc) (bohr^-3/2): -0.371034
phi''(rc) (bohr^-5/2): -0.171021
L = rc phi'/phi (no unit): -0.669835
x1, x2 (no unit): 3.029001 6.229784
q1, q2 (1/bohr): 2.330001 4.792141
q1^2, q2^2 (bohr^-2): 5.428903 22.964618
kappa2 (bohr^-2): 1.420930
w1, w2 (no unit): 1.228561 -0.228561
j_1(x1), j_1(x2): 0.340297 -0.161666
alpha1, alpha2 (bohr^-3/2): 1.999786 0.783121
pseudo value, 1st, 2nd derivative at rc (units as for phi):
  0.720094 -0.371034 -0.171021
third derivative at rc, AE and pseudo (bohr^-7/2):
  1.37357 -1.22293
jump, measured and 2 V' phi (bohr^-7/2): 2.59650 2.59650
rho0, node criterion w1 + w2 rho0: -4.32927 2.21806
random cases with 0 and 1 node: 115 185
inner norm AE (electrons): 0.605092
inner norm pseudo, quadrature (electrons): 0.477057
inner norm pseudo, formula (electrons): 0.477057
norm deficit Q (electrons): 0.128035
B = <phi_ps|chi> (Ha): -0.831632
D = B + eps Q (Ha): -0.868699
chi(rc) if only term 1 is kept (Ha bohr^-1/2): -1.443057
energy slope of u'/u at rc (1/(bohr Ha)):
  AE: -2.333855
  PS with Q: -2.333855
  PS without Q: -1.840021
u'/u at rc (1/bohr): AE, PS with Q, PS without Q
  E - eps = -0.1 Ha: -0.29595 -0.29502 -0.33862
  E - eps = +0.0 Ha: -0.51526 -0.51526 -0.51526
  E - eps = +0.1 Ha: -0.76502 -0.76372 -0.70738
rc (bohr), q1, q2 (1/bohr), w2, criterion, Q (electrons)
  1.1 2.6666 5.6260 -0.1935 2.0875 0.0705
  1.3 2.3300 4.7921 -0.2286 2.2181 0.1280
  1.5 2.0710 4.1773 -0.2616 2.3343 0.1981
  1.7 1.8658 3.7050 -0.2931 2.4402 0.2746
done: every assertion held
```
